# Second-order Møller–Plesset energy from Fock operators: why only doubles contribute: a numerical check

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
# Result under test: second-order Moller-Plesset theory in spin orbitals.
# With H0 = sum of Fock operators and V = H - H0, for canonical HF orbitals:
#   E(0) + E(1) = E_HF,  E(1) = -1/2 sum_ij <ij||ij>
#   E(2) = -1/4 sum_ijab <ab||ij>^2 / (e_a + e_b - e_i - e_j)
# i,j: occupied; a,b: virtual; e: orbital energies;
# <pq||rs> = <pq|rs> - <pq|sr>. Energies are in hartree.
# H and H0 are also built as matrices over all N-electron determinants,
# directly from creation and annihilation operators.
from itertools import combinations
import numpy as np
from scipy.linalg import eigvalsh
from scipy.constants import physical_constants
from pyscf import gto, scf, mp, fci


def integrals(mol, C):
    """Spatial h and (pq|rs); spin-orbital h and <pq||rs> (index 2p+spin)."""
    h = C.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ C
    eri = np.einsum('up,vq,wr,xs,uvwx->pqrs', C, C, C, C,
                    mol.intor('int2e'), optimize=True)
    index = np.arange(2 * h.shape[0])
    space, spin = index // 2, index % 2
    same = (spin[:, None] == spin[None, :]).astype(float)
    coulomb = eri[np.ix_(space, space, space, space)].transpose(0, 2, 1, 3)
    coulomb = coulomb * same[:, None, :, None] * same[None, :, None, :]
    return h, eri, np.kron(h, np.eye(2)), coulomb - coulomb.transpose(0, 1, 3, 2)


def toggle(det, p):
    """Create or annihilate spin orbital p; return fermion sign and new string."""
    sign = -1 if bin(det & ((1 << p) - 1)).count('1') % 2 else 1
    return sign, det ^ (1 << p)


def operator_matrix(dets, one, two=None):
    """sum one_pq p+ q  +  sum_{p<q,r<s} two_pqrs p+ q+ s r over determinants."""
    size = one.shape[0]
    where = {d: k for k, d in enumerate(dets)}
    matrix = np.zeros((len(dets), len(dets)))
    for k, det in enumerate(dets):
        occupied = [p for p in range(size) if det >> p & 1]
        for q in occupied:
            s1, d1 = toggle(det, q)
            for p in range(size):
                if not d1 >> p & 1:
                    s2, d2 = toggle(d1, p)
                    matrix[where[d2], k] += s1 * s2 * one[p, q]
        if two is None:
            continue
        for r, s in combinations(occupied, 2):
            s1, d1 = toggle(det, r)
            s2, d2 = toggle(d1, s)
            empty = [p for p in range(size) if not d2 >> p & 1]
            for p, q in combinations(empty, 2):
                s3, d3 = toggle(d2, q)
                s4, d4 = toggle(d3, p)
                matrix[where[d4], k] += s1 * s2 * s3 * s4 * two[p, q, r, s]
    return matrix


def lowest(matrix):
    return eigvalsh(matrix, subset_by_index=[0, 0])[0]


def numerical_orders(H0, V, step=0.04):
    """Value, slope and half curvature of the lowest eigenvalue of H0 + x V."""
    centre = lowest(H0)
    slopes, curvatures = [], []
    for x in (step, step / 2):
        plus, minus = lowest(H0 + x * V), lowest(H0 - x * V)
        slopes.append((plus - minus) / (2 * x))
        curvatures.append((plus + minus - 2 * centre) / (2 * x * x))
    # combine two steps to remove the leading step-size error
    return (centre, (4 * slopes[1] - slopes[0]) / 3,
            (4 * curvatures[1] - curvatures[0]) / 3)


def fock_matrix(h_so, anti, N):
    return h_so + np.einsum('piqi->pq', anti[:, :N, :, :N])


def rank_sums(H0, V, ranks):
    """Second-order energy from each excitation rank, by explicit state sum."""
    energy = np.diag(H0)
    return {r: -sum(V[k, 0]**2 / (energy[k] - energy[0])
                    for k in np.flatnonzero(ranks == r))
            for r in range(1, ranks.max() + 1)}


def study(atoms):
    mol = gto.M(atom=atoms, basis='sto-3g', unit='Bohr', verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
    mf.kernel()
    assert mf.converged
    N = mol.nelectron
    h, eri, h_so, anti = integrals(mol, mf.mo_coeff)
    eps = np.repeat(mf.mo_energy, 2)
    assert eps[N:].min() > eps[:N].max()
    # formulas
    E0 = eps[:N].sum()
    E1 = -0.5 * np.einsum('ijij->', anti[:N, :N, :N, :N])
    gap = (eps[N:, None, None, None] + eps[None, N:, None, None]
           - eps[None, None, :N, None] - eps[None, None, None, :N])
    terms = -anti[N:, N:, :N, :N]**2 / gap
    E2 = 0.25 * terms.sum()
    # determinant space; the reference comes first
    dets = [sum(1 << p for p in c) for c in combinations(range(len(eps)), N)]
    assert dets[0] == (1 << N) - 1
    ranks = np.array([bin(dets[0] & ~d).count('1') for d in dets])
    H = operator_matrix(dets, h_so, anti)
    H0 = operator_matrix(dets, fock_matrix(h_so, anti, N))
    V = H - H0
    # H0 is diagonal, with sums of orbital energies as eigenvalues
    sums = [sum(eps[p] for p in range(len(eps)) if d >> p & 1) for d in dets]
    assert np.abs(H0 - np.diag(sums)).max() < 1e-6
    # zeroth plus first order is the energy of the SCF program
    assert abs(E0 + E1 + mol.energy_nuc() - mf.e_tot) < 1e-8
    # orders of the eigenvalue of H0 + x V
    n0, n1, n2 = numerical_orders(H0, V)
    assert abs(n0 - E0) < 1e-7 and abs(n1 - E1) < 1e-7
    assert abs(n2 - E2) < 1e-7
    assert abs(mp.MP2(mf).kernel()[0] - E2) < 1e-7
    # only doubles couple to the reference
    by_rank = rank_sums(H0, V, ranks)
    coupling = {r: np.abs(V[ranks == r, 0]).max() for r in by_rank}
    assert abs(by_rank[2] - E2) < 1e-7 and coupling[2] > 1e-2
    assert all(c < 1e-6 for r, c in coupling.items() if r != 2)
    assert np.abs(H[ranks == 1, 0]).max() < 1e-6
    # every term of the double sum is zero or negative
    assert terms.max() <= 0
    # full CI from the same matrix, against an independent solver
    full = lowest(H)
    other = fci.direct_spin1.kernel(h, eri, h.shape[0], N)[0]
    assert abs(full - other) < 1e-7
    return dict(mol=mol, mf=mf, N=N, h=h, eri=eri, eps=eps, anti=anti, gap=gap,
                terms=terms, E0=E0, E1=E1, E2=E2, dets=dets, ranks=ranks,
                by_rank=by_rank, coupling=coupling, corr=full - E0 - E1,
                Enuc=mol.energy_nuc(), n1=n1, n2=n2)


def show(label, value, unit='hartree', digits=6):
    print(f'{label}: {value:.{digits}f} {unit}'.rstrip())


# ---- H2, small enough to work by hand ----
R_H2 = 1.4
A = study(f'H 0 0 0; H 0 0 {R_H2}')
e1, e2 = A['mf'].mo_energy
h11, J11, K12 = A['h'][0, 0], A['eri'][0, 0, 0, 0], A['eri'][0, 1, 0, 1]
hand_E2 = -K12**2 / (2 * (e2 - e1))
assert abs(e1 - h11 - J11) < 1e-7
assert abs(A['E0'] - 2 * e1) < 1e-8 and abs(A['E1'] + J11) < 1e-8
assert abs(hand_E2 - A['n2']) < 1e-7
print('H2, RHF/STO-3G')
show('bond length', R_H2, 'bohr', 1)
show('h_11', h11)
show('J_11', J11)
show('K_12', K12)
show('orbital energy 1', e1)
show('orbital energy 2', e2)
show('E(0)', A['E0'])
show('E(1)', A['E1'])
show('E(0)+E(1), electronic', A['E0'] + A['E1'])
show('nuclear repulsion', A['Enuc'])
show('total HF energy from SCF', A['mf'].e_tot)
show('E(2) by hand formula', hand_E2)
show('full CI correlation energy', A['corr'])
show('share recovered by E(2)', 100 * A['E2'] / A['corr'], 'percent', 1)

# ---- LiH, with all excitation ranks up to four ----
R_LiH = 3.0
B = study(f'Li 0 0 0; H 0 0 {R_LiH}')
N, ranks = B['N'], B['ranks']
print('LiH, RHF/STO-3G, all electrons correlated')
show('bond length', R_LiH, 'bohr', 1)
print('spin orbitals:', len(B['eps']), ' electrons:', N,
      ' determinants:', len(ranks))
print('orbital energies (hartree):',
      ' '.join(f'{e:.4f}' for e in B['mf'].mo_energy))
show('E(0)', B['E0'])
show('E(1)', B['E1'])
show('E(1) as numerical slope', B['n1'])
show('E(0)+E(1), electronic', B['E0'] + B['E1'])
show('nuclear repulsion', B['Enuc'])
show('total HF energy from SCF', B['mf'].e_tot)
for r, name in enumerate(('singles', 'doubles', 'triples', 'quadruples'), 1):
    print(f'{name}: number {np.sum(ranks == r)}, '
          f'largest |V_n0| {abs(round(B["coupling"][r], 6)):.6f} hartree, '
          f'E(2) part {round(B["by_rank"][r], 6) + 0.0:.6f} hartree')
show('E(2) by spin-orbital formula', B['E2'])
show('E(2) as half the numerical curvature', B['n2'])
eV = physical_constants['Hartree energy in eV'][0]
show('E(2) converted', B['E2'] * eV, 'eV', 4)
show('total MP2 energy', B['mf'].e_tot + B['E2'])
show('full CI correlation energy', B['corr'])
show('share recovered by E(2)', 100 * B['E2'] / B['corr'], 'percent', 1)
a, b, i, j = np.unravel_index(np.argmin(B['terms']), B['terms'].shape)
name = lambda p: f'{p // 2 + 1}{("alpha", "beta")[p % 2]}'
print('largest double:', ','.join(name(p) for p in sorted((i, j))), '->',
      ','.join(name(p + N) for p in sorted((a, b))))
show('  its |<ab||ij>|', abs(B['anti'][a + N, b + N, i, j]))
show('  its denominator', B['gap'][a, b, i, j])
show('  its contribution', B['terms'][a, b, i, j])

# ---- a determinant that is not a Hartree-Fock solution ----
angle = 0.1
C = B['mf'].mo_coeff.copy()
homo, lumo = N // 2 - 1, N // 2
old_homo, old_lumo = C[:, homo].copy(), C[:, lumo].copy()
C[:, homo] = np.cos(angle) * old_homo + np.sin(angle) * old_lumo
C[:, lumo] = np.cos(angle) * old_lumo - np.sin(angle) * old_homo
_, _, h_so, anti = integrals(B['mol'], C)
F = fock_matrix(h_so, anti, N)
H = operator_matrix(B['dets'], h_so, anti)
H0_full = operator_matrix(B['dets'], F)
H0_diag = operator_matrix(B['dets'], np.diag(np.diag(F)))
single = ranks == 1
# H and the full H0 have the same nonzero singles couplings, which cancel in V
assert np.abs(H[single, 0]).max() > 1e-3
assert np.abs((H - H0_full)[single, 0]).max() < 1e-9
assert abs(np.abs(H[single, 0]).max() - np.abs(F[N:, :N]).max()) < 1e-9
# with the diagonal H0 the singles enter the second-order energy
parts = rank_sums(H0_diag, H - H0_diag, ranks)
f = np.diag(F)
singles_formula = -np.sum(F[N:, :N]**2 / (f[N:, None] - f[None, :N]))
m0, m1, m2 = numerical_orders(H0_diag, H - H0_diag)
doubles_gap = (f[N:, None, None, None] + f[None, N:, None, None]
               - f[None, None, :N, None] - f[None, None, None, :N])
doubles_formula = -0.25 * np.sum(anti[N:, N:, :N, :N]**2 / doubles_gap)
assert f[N:].min() > f[:N].max()
assert abs(m2 - singles_formula - doubles_formula) < 1e-6
assert abs(parts[1] - singles_formula) < 1e-9 and singles_formula < -1e-5
assert m0 + m1 > B['E0'] + B['E1']
print('LiH with HOMO and LUMO mixed (not a HF solution)')
show('mixing angle', angle, 'rad', 1)
show('largest |f_ai|', np.abs(F[N:, :N]).max())
show('rise of <H> above the HF energy', m0 + m1 - B['E0'] - B['E1'])
show('singles part of E(2), diagonal H0', singles_formula)
show('doubles part of E(2), diagonal H0', doubles_formula)
show('E(2) as half the numerical curvature', m2)
print('all good')
```

Printed output:

```
H2, RHF/STO-3G
bond length: 1.4 bohr
h_11: -1.252797 hartree
J_11: 0.674594 hartree
K_12: 0.181258 hartree
orbital energy 1: -0.578203 hartree
orbital energy 2: 0.670268 hartree
E(0): -1.156406 hartree
E(1): -0.674594 hartree
E(0)+E(1), electronic: -1.831000 hartree
nuclear repulsion: 0.714286 hartree
total HF energy from SCF: -1.116714 hartree
E(2) by hand formula: -0.013158 hartree
full CI correlation energy: -0.020562 hartree
share recovered by E(2): 64.0 percent
LiH, RHF/STO-3G, all electrons correlated
bond length: 3.0 bohr
spin orbitals: 12  electrons: 4  determinants: 495
orbital energies (hartree): -2.3485 -0.2863 0.0783 0.1639 0.1639 0.5512
E(0): -5.269615 hartree
E(1): -3.592632 hartree
E(1) as numerical slope: -3.592632 hartree
E(0)+E(1), electronic: -8.862246 hartree
nuclear repulsion: 1.000000 hartree
total HF energy from SCF: -7.862246 hartree
singles: number 32, largest |V_n0| 0.000000 hartree, E(2) part 0.000000 hartree
doubles: number 168, largest |V_n0| 0.123792 hartree, E(2) part -0.012807 hartree
triples: number 224, largest |V_n0| 0.000000 hartree, E(2) part 0.000000 hartree
quadruples: number 70, largest |V_n0| 0.000000 hartree, E(2) part 0.000000 hartree
E(2) by spin-orbital formula: -0.012807 hartree
E(2) as half the numerical curvature: -0.012807 hartree
E(2) converted: -0.3485 eV
total MP2 energy: -7.875053 hartree
full CI correlation energy: -0.020258 hartree
share recovered by E(2): 63.2 percent
largest double: 2alpha,2beta -> 6alpha,6beta
  its |<ab||ij>|: 0.123792 hartree
  its denominator: 1.675004 hartree
  its contribution: -0.009149 hartree
LiH with HOMO and LUMO mixed (not a HF solution)
mixing angle: 0.1 rad
largest |f_ai|: 0.019798 hartree
rise of <H> above the HF energy: 0.003831 hartree
singles part of E(2), diagonal H0: -0.002187 hartree
doubles part of E(2), diagonal H0: -0.014452 hartree
E(2) as half the numerical curvature: -0.016639 hartree
all good
```
